**Appendix: Moreau–Yosida regularization of the Lieb functional**

N electrons in an external potential v have a ground-state energy E(v), and density functional theory obtains it by minimizing F(ρ) + ⟨v,ρ⟩ over densities. An implementation wants the stationarity condition ∇F(ρ) = −v, both to minimize and to define a Kohn–Sham potential. The exact F has no such gradient. It is +∞ for every ρ with the wrong particle number, so adding a small constant to any physical density makes F jump to +∞. Fixing N does not cure this: F is also +∞ for every ρ that is negative on a set of positive measure (A.1), and such ρ with integral N lie arbitrarily close in L² to any density (lower ρ to −1 on a set A and spread the removed charge uniformly over the rest of the box; the L² norm of the change vanishes as |A| → 0). Moreau–Yosida regularization replaces F by a functional F_ε that is finite and differentiable everywhere, and changes the energy by a known term only.

**A.1 Setting**

Hartree atomic units are used. The electrons live in a bounded box Ω with hard walls. Densities and potentials both belong to the real Hilbert space X = L²(Ω), with ⟨a,b⟩ = ∫ab and ‖a‖² = ⟨a,a⟩. The box is essential. On a ball of radius R, ‖−Z/r‖² = ∫4πr²(Z²/r²)dr = 4πZ²R, which is 125.66 Ha² bohr³ for Z = 1 and R = 10 bohr and diverges as R → ∞. On all of space the correction ε‖v‖²/2 below is infinite for a Coulomb potential.

With H₀ = T + W ≥ 0 and Γ running over N-electron density matrices of finite kinetic energy,

E(v) = inf_Γ { tr ΓH₀ + ⟨v,ρ_Γ⟩ },

F_DM(ρ) = inf { tr ΓH₀ : ρ_Γ = ρ } (+∞ if no Γ qualifies),

F(ρ) = sup_v { E(v) − ⟨v,ρ⟩ }.

E is finite on X. For a pure state ∇ρ = 2N Re∫Ψ*∇₁Ψ, and Cauchy–Schwarz gives |∇ρ|² ≤ 4ρN∫|∇₁Ψ|²; for ensembles the sum over states joins the integral. Since |∇√ρ|² = |∇ρ|²/4ρ, integration gives ∫|∇√ρ|² ≤ 2T with T the kinetic energy. The Sobolev inequality ‖f‖₆² ≤ C‖∇f‖², taken as a known theorem of analysis, gives ‖ρ‖₃ = ‖√ρ‖₆² ≤ 2CT. Cauchy–Schwarz on ρ² = ρ^(1/2)ρ^(3/2) gives ‖ρ‖ ≤ N^(1/4)‖ρ‖₃^(3/4). Hence ρ ∈ X and E(v) ≥ inf_T {T − c‖v‖T^(3/4)} > −∞ for a constant c. As an infimum of functions affine in v, E is concave.

Four properties of F follow. The proofs use these, the particle-number condition derived after the list wherever integrals or constant shifts appear, and the definition of F in the last recovery formula of A.5.

(i) F is convex and lower semicontinuous (lsc), being a supremum of continuous affine functions of ρ.

(ii) F ≥ E(0), by the choice v = 0.

(iii) F ≤ F_DM, because E(v) − ⟨v,ρ⟩ ≤ tr ΓH₀ for every Γ with density ρ. So F is finite somewhere.

(iv) E(v) = inf_ρ {F(ρ) + ⟨v,ρ⟩}. The definition of F gives F + ⟨v,ρ⟩ ≥ E(v); (iii) gives inf(F + ⟨v,ρ⟩) ≤ inf(F_DM + ⟨v,ρ⟩) = E(v).

The claim of the opening follows from constant potentials c, which lie in X because Ω is bounded: E(c) = E(0) + Nc, so F(ρ) ≥ E(0) + c(N − ∫ρ), unbounded in c unless ∫ρ = N. If ρ < 0 on a set A of positive measure, v = λ on A and zero elsewhere has E(v) ≥ E(0) for λ > 0, and F(ρ) ≥ E(0) + λ|∫_A ρ| → ∞.

**A.2 The envelope and the proximal density**

For ε > 0 and any σ ∈ X, of any sign and integral (a quasi-density), define

F_ε(σ) = inf_ρ φ(ρ), φ(ρ) = F(ρ) + ‖σ − ρ‖²/2ε. (1)

The unit of ε is bohr⁻³Ha⁻¹ in three dimensions, bohr⁻¹Ha⁻¹ in one, and Ha⁻¹ on a lattice. By (ii) and (iii) the infimum m is finite. One identity, checked by expanding the right side, is used repeatedly:

‖u‖²/2ε + ⟨w,u⟩ = ‖u + εw‖²/2ε − ε‖w‖²/2. (2)

The minimizer exists and is unique. The parallelogram law reads ‖σ − (a+b)/2‖² = ½‖σ−a‖² + ½‖σ−b‖² − ¼‖a−b‖². With the convexity of F,

m ≤ φ((a+b)/2) ≤ ½φ(a) + ½φ(b) − ‖a−b‖²/8ε.

For two members of a minimizing sequence φ(a) and φ(b) tend to m, so ‖a−b‖ → 0. The sequence is Cauchy, X is complete, and the limit p has φ(p) ≤ m since φ is lsc. Two minimizers would satisfy ‖a−b‖² ≤ 0. Write p = prox σ and

g = (σ − p)/ε, so that F_ε(σ) = F(p) + ε‖g‖²/2. (3)

Next, g is a subgradient of F at p. Take ρ with F(ρ) finite and 0 < s ≤ 1. Convexity gives F(p + s(ρ−p)) ≤ F(p) + s[F(ρ) − F(p)], and ‖σ − p − s(ρ−p)‖² = ‖σ−p‖² − 2sε⟨g,ρ−p⟩ + s²‖ρ−p‖². Minimality of p then gives 0 ≤ s[F(ρ) − F(p)] − s⟨g,ρ−p⟩ + s²‖ρ−p‖²/2ε. Dividing by s and letting s → 0,

F(ρ) ≥ F(p) + ⟨g, ρ − p⟩ for all ρ. (4)

Rearranged, F(ρ) + ⟨−g,ρ⟩ ≥ F(p) + ⟨−g,p⟩: the proximal density minimizes (iv) for the potential −g.

**A.3 Differentiability**

Let τ = σ + δ and q = prox τ. For the upper bound use p as trial density for τ and expand ‖σ − p + δ‖² = ε²‖g‖² + 2ε⟨g,δ⟩ + ‖δ‖²:

F_ε(τ) ≤ F_ε(σ) + ⟨g,δ⟩ + ‖δ‖²/2ε.

For the lower bound apply (4) to ρ = q and put u = τ − q, so that q − p = (τ − p) − u:

F_ε(τ) ≥ F(p) + ⟨g,τ−p⟩ + ‖u‖²/2ε − ⟨g,u⟩ ≥ F(p) + ⟨g,τ−p⟩ − ε‖g‖²/2,

the last step by (2) with w = −g. Since τ − p = δ + εg, the right side is F(p) + ⟨g,δ⟩ + ε‖g‖²/2, which by (3) is F_ε(σ) + ⟨g,δ⟩. Together,

0 ≤ F_ε(σ+δ) − F_ε(σ) − ⟨g,δ⟩ ≤ ‖δ‖²/2ε. (5)

The remainder is O(‖δ‖²) uniformly in direction, so F_ε is Fréchet differentiable with

∇F_ε(σ) = (σ − prox σ)/ε. (6)

The left inequality supplies an affine minorant touching F_ε at every point; F_ε is the supremum of these and hence convex.

The gradient is Lipschitz. Adding (4) for (σ, ρ = p′) and for (σ′, ρ = p) cancels F and leaves ⟨g−g′,p−p′⟩ ≥ 0. With δ = σ − σ′ = (p−p′) + ε(g−g′),

⟨g−g′,δ⟩ ≥ ε‖g−g′‖², ⟨p−p′,δ⟩ ≥ ‖p−p′‖².

Cauchy–Schwarz turns these into ‖g−g′‖ ≤ ‖δ‖/ε and ‖p−p′‖ ≤ ‖δ‖. The constant 1/ε is attained along constant shifts: for ∫ρ = N, ‖σ + c − ρ‖² = ‖σ−ρ‖² + 2c(∫σ − N) + c²|Ω|, whose extra terms do not depend on ρ. So p is unchanged and g grows by c/ε.

**A.4 The conjugate energy**

Define E_ε(v) = inf_σ {F_ε(σ) + ⟨v,σ⟩}. Insert (1) and substitute σ = ρ + u, with ρ and u independent. The joint infimum splits:

E_ε(v) = inf_ρ {F(ρ) + ⟨v,ρ⟩} + inf_u {‖u‖²/2ε + ⟨v,u⟩}.

The first term is E(v) by (iv); the second is −ε‖v‖²/2 by (2), reached at u = −εv. Thus

E_ε(v) = E(v) − (ε/2)‖v‖². (7)

The Hilbert structure, already used in A.2 and A.3, shows here in that the same norm measures densities and potentials. For the minimizers, (2) with u = σ − p gives

F_ε(σ) + ⟨v,σ⟩ = [F(p) + ⟨v,p⟩] + ‖σ − p + εv‖²/2ε − ε‖v‖²/2.

The bracket is at least E(v) and the middle term at least zero, so a minimizing σ has p minimizing (iv) and σ = p − εv. Conversely, if ρ minimizes (iv), then σ = ρ − εv with trial density ρ gives F_ε(σ) + ⟨v,σ⟩ ≤ F(ρ) + ε‖v‖²/2 + ⟨v,ρ⟩ − ε‖v‖² = E_ε(v). So the minimizers are exactly

σ = ρ − εv, with ∫σ = N − ε∫v. (8)

Every ground-state ensemble density minimizes (iv), because E ≤ F + ⟨v,ρ⟩ ≤ F_DM + ⟨v,ρ⟩ ≤ E for it. The converse needs F = F_DM with the constrained search attained. This is proved for finite models in A.6; in the continuum it is Lieb's theorem, needed only to read a minimizer as a ground-state density.

By definition E_ε(v) − ⟨v,σ⟩ ≤ F_ε(σ), with equality exactly when σ is a minimizer for v. By (5) this happens exactly when g = −v: the left inequality makes g = −v sufficient, and if g + v ≠ 0 the step δ = −ε(g+v) in the right inequality lowers F_ε + ⟨v,·⟩ by at least ε‖g+v‖²/2. Therefore

F_ε(σ) = max_v {E_ε(v) − ⟨v,σ⟩}, attained only at v = −∇F_ε(σ). (9)

Every quasi-density has exactly one potential, additive constant included. Accordingly the rule E(v+c) = E(v) + Nc is lost; expanding ‖v+c‖² in (7),

E_ε(v+c) − E_ε(v) = Nc − εc∫v − εc²|Ω|/2. (10)

The maximization (9) is strongly concave: concavity of E and the parallelogram law give E_ε((a+b)/2) ≥ ½E_ε(a) + ½E_ε(b) + ε‖a−b‖²/8. It need not be smooth. E_ε differs from E by a smooth term and keeps every kink that E has where ground states of different density cross; there one v has several σ (A.8).

**A.5 Recovery and the limit ε → 0**

At any fixed ε, (7), (8), (3) and the definition of F give without approximation

E(v) = E_ε(v) + ε‖v‖²/2, ρ = σ + εv,

F(prox σ) = F_ε(σ) − ε‖∇F_ε(σ)‖²/2,

F(ρ) = sup_v {E_ε(v) + ε‖v‖²/2 − ⟨v,ρ⟩}.

For a nucleus, εv carries the singularity −εZ/r, so a basis for σ must hold the potential as well as the density, and the term added back grows with the box as 2πεZ²R.

No limit is needed, but it exists. The trial ρ = σ gives F_ε ≤ F, and φ grows as ε falls, so F_ε(σ) rises to some ℓ ≤ F(σ). If ℓ is finite, (ii) gives ‖σ−p_ε‖² ≤ 2ε(ℓ − E(0)) → 0, and lsc gives F(σ) ≤ liminf F(p_ε) ≤ ℓ. If ℓ is infinite so is F(σ). Hence F_ε ↑ F pointwise. If g₀ is a subgradient of F at σ, then φ(ρ) ≥ F(σ) + ⟨g₀,ρ−σ⟩ + ‖ρ−σ‖²/2ε, and (2) gives

F(σ) − F_ε(σ) ≤ ε‖g₀‖²/2. (11)

At distance D from the set where F is finite, F_ε ≥ E(0) + D²/2ε, which diverges.

**A.6 Computing F_ε in a finite model**

In finite dimension F_DM is convex (mix the density matrices), bounded below by E(0), obeys (iv), and is attained and lsc, since density matrices form a compact set: if ρ_k → ρ, a subsequence of the optimal Γ_k converges to a Γ with density ρ. A.2–A.5 therefore hold for F_DM. By (9) its envelope is fixed by E and equals F_ε, and ε → 0 gives F_DM = F.

Take a basis |a⟩ in which the density is diagonal, ρ_i = Σ_a q_a n_i(a)/h with q_a = Γ_aa, n_i(a) the occupation of point i, and ⟨a,b⟩ = hΣ_i a_i b_i. Suppose H₀ has non-positive off-diagonal elements. Positivity of Γ gives |Γ_ab| ≤ √(q_a q_b), so

tr ΓH₀ ≥ Σ_a H_aa q_a − Σ_{a≠b} |H_ab| √(q_a q_b) = ⟨ψ|H₀|ψ⟩, ψ_a = √q_a.

A non-negative pure state of the same density does at least as well as any ensemble. The objective is convex in q, because √(q_a q_b) = inf_{λ>0}(λq_a + q_b/λ)/2 is concave and the penalty is a convex quadratic in q. The primal computation is then

F_ε(σ) = min_{ψ≥0, |ψ|=1} { ⟨ψ|H₀|ψ⟩ + ‖σ − ρ_ψ‖²/2ε },

and every local minimum is global. With v_eff = (ρ_ψ − σ)/ε the penalty varies by hΣ_i v_eff,i dρ_i = Σ_a 2ψ_a dψ_a Σ_i n_i(a)v_eff,i. The gradient on the sphere is therefore 2(Hψ − ⟨ψ|H|ψ⟩ψ), with H = H₀ + v_eff. Without the sign condition the pure-state search is only an upper bound on F_ε and may have local minima; the dual (9) remains valid. In every case a primal value lies above F_ε and a dual value E(v) − ε‖v‖²/2 − ⟨v,σ⟩ below it, so their difference at v = v_eff bounds the error of both. The outer step δ = −ε(g+v) of A.4 is the update σ ← prox σ − εv; it descends monotonically, but no rate is claimed here.

**A.7 Kohn–Sham form**

Repeat the construction with W = 0, giving E_s and F⁰_ε. Both envelopes are finite and differentiable on all of X, so E_Hxc,ε = F_ε − F⁰_ε and v_Hxc = ∇E_Hxc,ε exist everywhere. At a minimizer ∇F_ε(σ) = −v, and v_s = −∇F⁰_ε(σ) obeys v_Hxc = −v + v_s. By (8) for each system, ρ = σ + εv and ρ_s = σ + εv_s, so

v_s = v + v_Hxc, ρ = ρ_s − εv_Hxc, ∫v_Hxc = 0, (12)

the last because both densities integrate to N. The two systems share σ; the orbital density ρ_s is not the physical density unless v_Hxc = 0, but at fixed v it approaches ρ as ε → 0. Indeed ρ_s is the proximal density of σ = ρ − εv for F⁰, and W ≥ 0 gives F⁰(ρ) ≤ F(ρ) < ∞, so the bound ‖p−p′‖ ≤ ‖δ‖ of A.3 and the bound on ‖σ−p_ε‖² of A.5, applied to F⁰ at ρ, give ‖ρ_s − ρ‖ = ε‖v_Hxc‖ ≤ ε‖v‖ + [2ε(F⁰(ρ) − E_s(0))]^(1/2). From (9), F⁰_ε(σ) = E_s(v_s) − ε‖v_s‖²/2 − ⟨v_s,σ⟩. Inserting this in E = F⁰_ε + E_Hxc,ε + ⟨v,σ⟩ + ε‖v‖²/2 and using v − v_s = −v_Hxc,

E = E_s(v_s) − ε‖v_s‖²/2 − ⟨v_Hxc,σ⟩ + E_Hxc,ε(σ) + ε‖v‖²/2, (13)

where E_s is the sum of occupied orbital energies. E_Hxc,ε depends on ε and acts on quasi-densities. The proofs use convexity, so they do not cover an approximate F that lacks it.

**A.8 Closed form: the Hubbard dimer at zero hopping**

For two electrons on two sites (h = 1) the singlet basis |20⟩, |11⟩, |02⟩ has diagonal U + 2v₁, v₁ + v₂, U + 2v₂ and coupling −√2 t between neighbours. The triplets have energy v₁ + v₂, a diagonal element of this matrix and so not below its lowest eigenvalue; E, and with it F, is fixed by the singlets. Only the bound (ii) is needed, not H₀ ≥ 0.

At t = 0, let d be the weight of |11⟩. Then n₁ = 2q₂₀ + d and n₂ = 2q₀₂ + d force d ≤ min(n₁,n₂), and the energy U(1−d) is least at equality. So F = U|y| on the segment (1+y, 1−y), |y| ≤ 1. Write σ = (s/2 + x, s/2 − x). The cross terms cancel in ‖σ−ρ‖² = 2(s/2−1)² + 2(x−y)², giving

F_ε = (s−2)²/4ε + min_{|y|≤1} { U|y| + (x−y)²/ε }.

For x ≥ 0 the optimal y is non-negative; the derivative U − 2(x−y)/ε vanishes at y = x − εU/2, and convexity clips this to [0,1]. The minimum is x²/ε for |x| ≤ εU/2; it is U|x| − εU²/2 + εU²/4 = U|x| − εU²/4 up to |x| = 1 + εU/2; and it is U + (|x|−1)²/ε beyond. The slopes match at both joints (±U).

Take U = 2 Ha and ε = 0.2 Ha⁻¹. The one-sided slopes of F at n₁ = 1 are −2 and +2 Ha. For F_ε a step x = 10⁻³ should give ±x/ε = ±0.005 Ha; the nested numerical search gives ±0.005005 Ha. The excess corresponds to 5×10⁻⁹ Ha in the energy, far below the 10⁻⁶ Ha to which the nested search is compared with the closed form.

The kink of F means that all potentials with |v₂−v₁| < U share ρ = (1,1), |11⟩ being the lowest diagonal element. Their quasi-densities differ: v = (−0.3, 0.3) Ha gives σ = (1.06, 0.94) and v = (−0.6, 0.6) Ha gives (1.12, 0.88). At v = (−1, 1) Ha the states |20⟩ and |11⟩ cross at E = 0, and (7) gives E_ε = −0.1×2 = −0.2 Ha. Here σ has x = y + 0.2 for 0 ≤ y ≤ 1, the linear stretch of F_ε, and F_ε + ⟨v,σ⟩ is −0.2 Ha at n₁ = 1, 1.5 and 2 alike.

**A.9 Worked example**

Take the dimer with t = 0.5, U = 2, v = (−1, 0.5) Ha and ε = 0.2 Ha⁻¹. These are model parameters, and the digits serve to compare routes. Minimizing the primal F_ε + ⟨v,σ⟩ over σ, with no diagonalization, gives σ = (1.471836, 0.628164), whose sum 2.1 equals 2 − 0.2×(−0.5). With ⟨v,σ⟩ = −1.471836 + 0.314082 = −1.157754 Ha and F_ε = −0.051029 Ha, E_ε = −1.208783 Ha. Since ε‖v‖²/2 = 0.1×1.25 = 0.125 Ha,

E = −1.208783 + 0.125 = −1.083783 Ha = −29.49 eV,

ρ = (1.471836 − 0.2, 0.628164 + 0.1) = (1.271836, 0.728164),

F(ρ) = −0.051029 − 0.125 = −0.176029 Ha.

Diagonalization gives the same E and ρ, and the constrained search the same F, to these digits. A shift c = 1 Ha raises E by 2 Ha, while (10) with |Ω| = 2 sites gives 2 + 0.1 − 0.2 = 1.9 Ha for E_ε, and σ drops by 0.2 per site to (1.271836, 0.428164). The finite-difference Lipschitz ratio is 5.0 Ha = 1/ε along (1,1), and at most 4.943 Ha among six random points.

In Kohn–Sham form F⁰_ε = −0.903738 Ha and E_Hxc,ε = −0.051029 + 0.903738 = 0.852709 Ha. Finite differences give v_Hxc = (0.544168, −0.544168) Ha, so v_s = (−0.455832, −0.044168) Ha. The doubly occupied orbital has ρ_s = (1.380670, 0.619330), and 1.380670 − 0.2×0.544168 = 1.271836 restores ρ₁. Omitting this correction misplaces 0.109 electron, about 9% of ρ₁. Equation (13) reads −1.58142 − 0.02097 − 0.45910 + 0.85271 + 0.12500 = −1.08378 Ha.

For the limit take (1.3, 0.7), where F = −0.132499 Ha and F′ = dF/dn₁ = 1.590241 Ha. Subgradients obey g₁ − g₂ = F′; the shortest is (F′/2, −F′/2), and (11) becomes the bound εF′²/4. At ε = 0.2 the gap is 0.226687 − 0.132499 = 0.094188 Ha against a bound of 0.126443 Ha, a ratio of 0.7449. With F expanded to second order, the gap is max_y {F′y − F″y²/2 − y²/ε} = (εF′²/4)/(1 + εF″/2), so the ratio tends to 1 linearly in ε. The ratios 0.9846 and 0.9923 at ε = 0.01 and 0.005 Ha⁻¹ extrapolate to 2×0.9923 − 0.9846 = 1.0000. At (2.5, 0) the nearest allowed density is (2,0), D² = 0.25, and that trial gives F_ε ≤ U + D²/2ε. At ε = 0.005 Ha⁻¹ the value 26.995 Ha lies just under this 27 Ha.

The weight h is exercised by two electrons in a one-dimensional box of 10 bohr with 24 interior points, h = 0.4 bohr, three-point kinetic energy, v = −2/√(x²+1), interaction 1/√((x₁−x₂)²+1) and ε = 0.1 bohr⁻¹Ha⁻¹. The product basis spans the singlet and triplet spatial functions together, so its lowest eigenvalue is E, and it meets the sign condition of A.6. The results belong to this discretized model and are not converged in h: refining to h = 0.2 and 0.1 bohr raises E from −2.2425 to −2.2390 and −2.2381 Ha and lowers ρ at x = 0.2 bohr from 0.894 to 0.885 and 0.883 bohr⁻¹, and doubling the box at h = 0.2 bohr lowers E by 0.0005 Ha. With ‖v‖² = 10.924088 Ha² bohr, the correction is 0.546204 Ha, and E = −2.788742 + 0.546204 = −2.242538 Ha (−61.02 eV), as from diagonalization. With ∫v = −9.09085 Ha bohr, ∫σ = 2 + 0.909085. At x = 0.2 bohr, σ = 1.0903 exceeds ρ = 0.8942 bohr⁻¹ by 0.1961 = 0.1×2/√1.04. The largest difference between the recovered and the diagonalized density is about 2×10⁻⁸ bohr⁻¹. For σ = 0.5cos(0.9x) + 0.05x bohr⁻¹, with integral −1.032 and minimum −0.671 bohr⁻¹, F is infinite, while the primal and dual values of F_ε agree at 7.123198 Ha.

The numerical check that follows asserts, on the dimer, (4) in the form that prox σ is the ground density of −g, (5) to (9), (11) to (13), the closed form and the limit, and on the grid (6) to (8) and the equality (9) at v_eff. E comes from diagonalization; F_ε comes from wavefunction minimization, and at t = 0 from the nested search and the closed form.

Computed results

```
|1/r|^2 on ball R=10 bohr = 125.663706 Ha^2 bohr^3
dimer t, U, v1, v2 = 0.500000 2.000000 -1.000000 0.500000 Ha
dimer eps = 0.200000 1/Ha
Lipschitz ratio: max random, along (1,1) = 4.943422 5.000000 Ha
E by diagonalization = -1.083783 Ha
rho by diagonalization = 1.271836 0.728164 
E_eps by minimizing over s = -1.208783 Ha
minimizing s = 1.471836 0.628164 
sum of s = 2.100000 
eps|v|^2/2 = 0.125000 Ha
recovered E = -1.083783 Ha
recovered E = -29.491228 eV
recovered rho = s+eps v = 1.271836 0.728164 
F_eps(s), <v,s> = -0.051029 -1.157754 Ha
F(rho): search, F_eps-eps|v|^2/2 = -0.176029 -0.176029 Ha
shift c=1 Ha: change of E, of E_eps = 2.000000 1.900000 Ha
shift c=1 Ha: minimizing s = 1.271836 0.428164 
F0_eps(s), E_Hxc,eps = -0.903738 0.852709 Ha
v_Hxc = 0.544168 -0.544168 Ha
v_s = -0.455832 -0.044168 Ha
E_s = 2*orbital energy = -1.581419 Ha
rho_s = 1.380670 0.619330 
rho_s-eps v_Hxc = 1.271836 0.728164 
eps|v_s|^2/2, <v_Hxc,s> = 0.020973 0.459099 Ha
E from Kohn-Sham = -1.083783 Ha
F and dF/dn1 at (1.3,0.7) = -0.132499 1.590241 Ha
eps 0.400 1/Ha: F_eps(1.3,0.7) -0.278387 Ha, gap/bound 0.5769, F_eps(2.5,0) 1.63893 Ha
eps 0.200 1/Ha: F_eps(1.3,0.7) -0.226687 Ha, gap/bound 0.7449, F_eps(2.5,0) 2.28962 Ha
eps 0.100 1/Ha: F_eps(1.3,0.7) -0.186830 Ha, gap/bound 0.8594, F_eps(2.5,0) 3.10578 Ha
eps 0.010 1/Ha: F_eps(1.3,0.7) -0.138724 Ha, gap/bound 0.9846, F_eps(2.5,0) 14.48959 Ha
eps 0.005 1/Ha: F_eps(1.3,0.7) -0.135635 Ha, gap/bound 0.9923, F_eps(2.5,0) 26.99490 Ha
t=0 one-sided slopes of F at n1=1 = -2.000000 2.000000 Ha
t=0 same for F_eps (step 1e-3) = -0.005005 0.005005 Ha
t=0 v=(-0.3,0.3) Ha: s = 1.060000 0.940000 
t=0 v=(-0.6,0.6) Ha: s = 1.120000 0.880000 
t=0 v=(-1,1): F_eps+<v,s> at n1=1,1.5,2 = -0.200000 -0.200000 -0.200000 Ha
grid L, h = 10.000000 0.400000 bohr
grid points = 24.000000 
grid eps = 0.100000 1/(bohr Ha)
test s=0.5cos(0.9x)+0.05x: integral, min = -1.032230 -0.670747 
test s: F_eps primal, dual = 7.123198 7.123198 Ha
grid |v|^2 = 10.924088 Ha^2 bohr
grid integral of v = -9.090850 Ha bohr
grid E_eps (minimized), eps|v|^2/2 = -2.788742 0.546204 Ha
grid E recovered, diagonalized = -2.242538 -2.242538 Ha
grid E = -61.022563 eV
grid integral of s, of s+eps v = 2.909085 2.000000 
grid at x=0.2 bohr: s, rho = 1.090329 0.894212 1/bohr
grid max|s+eps v-rho| = 2e-08 1/bohr
```
